# Charge penetration in the electrostatic potential of a hydrogen atom

## Problem

A hydrogen atom is in its 1s ground state. Treat it nonrelativistically, with a point proton fixed at the origin, and use Hartree atomic units: lengths in bohr, energies in hartree, charges in units of the elementary charge $e$. The potential vanishes at infinity.

(a) Find the mean electrostatic potential $\varphi(r)$ of the atom at distance $r>0$ from the proton.

(b) A second such atom, B, has its proton at distance $R$ from the proton of the first atom, A. Both electron clouds keep their free-atom shape. Find the electrostatic interaction energy of the two atoms.

In both parts the clouds are frozen: nothing responds to the probe or to the other atom.

## A tempting solution

The ground-state wavefunction is $\psi=e^{-r}/\sqrt{\pi}$, so the electron number density is $n(r)=e^{-2r}/\pi$, and the electron is found between $r$ and $r+dr$ with probability $4r^2e^{-2r}\,dr$. The net charge inside a sphere of radius $r$ is the proton charge minus the enclosed part of the cloud. Since the whole cloud holds one electron, this equals the part of the cloud left outside:

$$Q(r)=1-\int_0^r 4s^2e^{-2s}\,ds=\int_r^\infty 4s^2e^{-2s}\,ds .$$

Two integrals are needed, both by parts:

$$\int_r^\infty s\,e^{-2s}ds=\left(\frac r2+\frac14\right)e^{-2r},$$

$$\int_r^\infty s^2e^{-2s}ds=\frac{r^2}{2}e^{-2r}+\int_r^\infty s\,e^{-2s}ds=\left(\frac{r^2}{2}+\frac r2+\frac14\right)e^{-2r}.$$

Hence

$$Q(r)=(1+2r+2r^2)\,e^{-2r}.$$

"The charge outside a sphere has no effect inside it, and the charge inside acts as if it sat at the centre. The potential is therefore

$$\varphi_{\rm wrong}(r)=\frac{Q(r)}{r}=\left(\frac1r+2+2r\right)e^{-2r}.$$

For part (b), atom B is neutral. Its proton has energy $+\varphi(R)$ and its electron $-\varphi(R)$, so the interaction energy is zero."

## Where it fails

The charge $Q(r)$ is correct. The fault in part (a) is the word "effect". A spherical shell produces no *field* inside itself, but it does produce a *potential* there, which is constant and not zero.

To see this, average $1/|\mathbf r-\mathbf r'|$ over all directions of $\mathbf r'$ at fixed length $r'$. With $c$ the cosine of the angle between the vectors,

$$\frac12\int_{-1}^{1}\frac{dc}{\sqrt{r^2+r'^2-2rr'c}}=\frac{(r+r')-|r-r'|}{2rr'}=\frac{1}{\max(r,r')} .$$

A unit shell of radius $r'>r$ thus contributes $1/r'$ at $r$. The tempting solution dropped this term for all of the cloud outside $r$.

The wrong answer also contradicts Gauss's law. The outward field must be $Q/r^2$. Since $dQ/dr=-4r^2e^{-2r}$, the proposed potential gives instead

$$-\frac{d}{dr}\frac{Q}{r}=\frac{Q}{r^2}-\frac1r\frac{dQ}{dr}=\frac{Q}{r^2}+4r\,e^{-2r}.$$

The fault in part (b) is of another kind. The electron of B is not at the point $R$. It is spread over a region where $\varphi$ varies strongly, so its energy involves an average of $\varphi$ and not the value at the centre.

## Part (a): the potential

First, the density. For a spherical function, $\nabla^2\psi=(r\psi)''/r$, and $(re^{-r})''=(r-2)e^{-r}$. Therefore

$$-\frac12\nabla^2\psi-\frac1r\psi=\left(-\frac12+\frac1r\right)\psi-\frac1r\psi=-\frac12\psi .$$

This $\psi$ is an eigenfunction without nodes, hence the ground state. It is normalized, because $\int_0^\infty4r^2e^{-2r}dr=4\cdot2/2^3=1$.

The proton contributes $+1/r$, and each shell of the cloud contributes $-1/\max(r,s)$ times its charge:

$$\varphi(r)=\frac1r-\int_0^r\frac{4s^2e^{-2s}}{r}\,ds-\int_r^\infty\frac{4s^2e^{-2s}}{s}\,ds .$$

The first two terms together are $Q(r)/r$, the tempting answer. The third is the missing one. With the integral already found, it equals

$$-4\int_r^\infty s\,e^{-2s}ds=-(2r+1)\,e^{-2r}.$$

Adding,

$$\varphi(r)=\left(\frac1r+2+2r-2r-1\right)e^{-2r},$$

$$\boxed{\varphi(r)=\left(1+\frac1r\right)e^{-2r}}$$

The field now comes out right: $-\varphi'=(2+2/r+1/r^2)e^{-2r}=Q/r^2$. Poisson's equation also holds. From $r\varphi=(r+1)e^{-2r}$ one finds $(r\varphi)''=4r\,e^{-2r}$, so $\nabla^2\varphi=4e^{-2r}=4\pi n$. The sign is positive because the charge density of the cloud is $-n$.

### Why this is charge penetration

Writing $Q(r)$ as the integral over the outer cloud gives the same result in the form

$$\varphi(r)=\int_r^\infty4s^2e^{-2s}\left(\frac1r-\frac1s\right)ds .$$

Only the part of the cloud farther out than the probe enters. If the whole cloud lay inside $r$, the potential would vanish. The multipole expansion assumes just that arrangement. Here its monopole is zero by neutrality and its higher moments are zero by spherical symmetry, so it predicts no potential at any order. All of $\varphi$ is due to the probe being inside the cloud.

The result can also be written as a point proton plus a damped point electron:

$$\varphi(r)=\frac1r-\frac{f(r)}{r},\qquad f(r)=1-(1+r)e^{-2r}.$$

Far away $f\to1$ and the two cancel. Close in, expanding the exponential gives

$$\varphi(r)=\frac1r-1+\frac{2r^2}{3}+\dots$$

The first term is the bare proton, and the constant $-1$ is the potential of the cloud at its own centre. There is no linear term, as expected for a cloud of finite density at the proton.

### Numbers

| $r$ (bohr) | $\varphi$ (hartree/$e$) | $Q$ ($e$) |
|---|---|---|
| 0.5 | 1.104 | 0.920 |
| 1 | 0.2707 | 0.677 |
| 2 | 0.02747 | 0.238 |
| 3 | 0.003305 | 0.0620 |
| 4 | 0.000419 | 0.0138 |
| 6 | 0.0000072 | 0.00052 |

At $r=3$ bohr (1.5875 Å) the potential is $\tfrac43e^{-6}=0.003305$ hartree/$e$, about 1% of the bare proton value $0.3333$. A unit positive probe has a first-order energy of 0.0899 eV there. The tempting formula gives $0.0620/3=0.0207$ hartree/$e$, too large by a factor of 6.25. The ratio of the wrong result to the right one is $(1+2r+2r^2)/(1+r)$, which grows as $2r$, so the error becomes relatively worse with distance.

## Part (b): two frozen atoms

The proton of B contributes $+\varphi(R)$. Its electron contributes $-J$, where

$$J=\int n_B(\mathbf r)\,\varphi(r)\,d^3r$$

and $r$ is measured from proton A. Since $\varphi$ depends on $r$ alone, $n_B$ may be averaged over each sphere about A. A point on the sphere lies at distance $s$ from B, with $s^2=r^2+R^2-2rRc$, so $s\,ds=-rR\,dc$. The average is

$$\bar n_B(r)=\frac{1}{2rR}\int_{|R-r|}^{R+r}\frac{e^{-2s}}{\pi}\,s\,ds=\frac{g(|R-r|)-g(R+r)}{2\pi rR},$$

with $g(s)=(s/2+1/4)e^{-2s}$ from the integral used before. Inserting this with the volume element $4\pi r^2dr$ and $r\varphi=(r+1)e^{-2r}$,

$$J=\frac2R\int_0^\infty(r+1)e^{-2r}\left[g(|R-r|)-g(R+r)\right]dr=\frac2R\,(I_1+I_2-I_3).$$

**Range $r<R$, first term.** The exponentials combine to $e^{-2r}e^{-2(R-r)}=e^{-2R}$, which does not depend on $r$:

$$I_1=e^{-2R}\int_0^R(r+1)\left(\frac{R-r}{2}+\frac14\right)dr .$$

Here $\int_0^R(r+1)(R-r)\,dr=R^3/6+R^2/2$ and $\int_0^R(r+1)\,dr=R^2/2+R$, so

$$I_1=e^{-2R}\left(\frac{R^3}{12}+\frac{3R^2}{8}+\frac R4\right).$$

**Range $r>R$, first term.** Put $r=R+t$. The integrals of $e^{-4t}$, $t\,e^{-4t}$ and $t^2e^{-4t}$ over $t>0$ are $1/4$, $1/16$ and $1/32$. Then

$$I_2=e^{-2R}\int_0^\infty(R+1+t)\left(\frac t2+\frac14\right)e^{-4t}dt$$

$$=e^{-2R}\left[(R+1)\left(\frac1{32}+\frac1{16}\right)+\frac1{64}+\frac1{64}\right]=e^{-2R}\left(\frac{3R}{32}+\frac18\right).$$

**Subtracted term.** With the same three integrals,

$$I_3=e^{-2R}\int_0^\infty(r+1)\left(\frac R2+\frac r2+\frac14\right)e^{-4r}dr$$

$$=e^{-2R}\left[\frac R2\left(\frac1{16}+\frac14\right)+\frac1{64}+\frac3{64}+\frac1{16}\right]=e^{-2R}\left(\frac{5R}{32}+\frac18\right).$$

The constants $1/8$ cancel, and the linear terms add to $R(8+3-5)/32=3R/16$. Multiplying by $2/R$,

$$J=\left(\frac38+\frac{3R}4+\frac{R^2}6\right)e^{-2R}.$$

The interaction energy $E_{\rm es}=\varphi(R)-J$ is therefore

$$\boxed{E_{\rm es}(R)=\left(\frac1R+\frac58-\frac{3R}{4}-\frac{R^2}{6}\right)e^{-2R}}$$

### Sign and limits

For $R\to0$ the energy grows as $1/R$, the repulsion of two bare protons. For large $R$ its leading term is $-\tfrac16R^2e^{-2R}$. This limit is approached slowly, because the next term, $-\tfrac34R\,e^{-2R}$, is smaller only by the factor $4.5/R$; at a few bohr the full formula is needed. The bracket has derivative $-1/R^2-3/4-R/3<0$, so it changes sign once, at $R=1.378$ bohr. Beyond that point the energy is negative, although $\varphi$ is positive everywhere.

The reason is in how $\varphi$ averages over spheres about B. Let $M(s)$ be its mean over a sphere of radius $s$. By Gauss's law, $dM/ds$ is minus the enclosed charge of atom A divided by $s^2$. For $s<R$ the sphere encloses only electron charge of A, so $M$ rises above its central value $\varphi(R)$. For $s>R$ it also encloses proton A, the enclosed charge is positive, and $M$ falls. When the atoms are well apart, most of B's cloud lies at $s<R$, and its electron samples a larger potential than its proton does. When they are close, much of the cloud lies at $s>R$, and the advantage is lost.

At $R=3$ bohr the polynomial in $J$ is $0.375+2.25+1.5=4.125$, so the electron of B contributes $-4.125\,e^{-6}=-0.010225$ hartree. Its proton contributes $+0.003305$ hartree. The sum is $-0.006920$ hartree, or $-0.188$ eV, where the tempting argument gave zero.

## What the frozen model leaves out

**Polarization by a probe.** A charge $q$ at distance $R$ distorts the atom, and the energy becomes $E(q)=q\varphi(R)+q^2E_2(R)+\dots$ The linear term is the frozen result, since first-order perturbation theory uses the undisturbed cloud. A one-electron calculation in a finite Gaussian basis, with probes of $\pm0.01\,e$ at 3 bohr, gave a slope of 0.003308 hartree/$e$, against 0.003305 from the formula. It also gave $E_2=-0.0257$ hartree/$e^2$. The two terms are equal in size at

$$|q|=\frac{0.003305}{0.02566}=0.129 .$$

For a probe of $+0.1\,e$ they are $+0.00033$ and $-0.00026$ hartree, so the second cancels more than three quarters of the first. For a full positive charge the second-order term is almost eight times the first, so 0.0899 eV is the penetration part of the energy and not the energy of a real ion at that place. Two terms are not enough there either: for $q=+1$ the full one-electron energy at 3 bohr is about $-0.078$ hartree, against $-0.022$ hartree from the first two terms. Even for small probes the higher orders are visible: the full energy changes sign near $q=+0.12$ rather than at 0.129. At large $R$ the probe's field falls as $1/R^2$ and the induction energy as $1/R^4$, so for any fixed $q$ it eventually exceeds the exponentially small penetration term.

**Two real hydrogen atoms.** Their energy depends on the electron spins, which $E_{\rm es}$ ignores. Full configuration interaction with 60 orbitals at 3 bohr, with atomic energies taken in the same basis, gave $-0.0567$ hartree for the singlet and $+0.0281$ hartree for the triplet. These values retain the error of the finite basis: enlarging it to about 100 orbitals, with f functions, lowers the singlet by about 0.0005 hartree and the triplet by about 0.0001 hartree, so the last digit shown is not converged. The atom has energy $-0.499965$ instead of $-0.5$ hartree in it, but this small defect does not measure the error of the pair energies: the free atom needs only s functions, while the distortion of the clouds and the correlation between the electrons also call for functions of higher angular momentum. The frozen energy is about 12% of the singlet value and has the wrong sign for the triplet. It lacks the antisymmetry of the wavefunction, the distortion of the clouds and the correlation between the electrons. It is one component of an intermolecular energy and cannot stand for the whole.

**Moving proton.** With reduced mass $\mu$, and distances still measured from the proton, the wavefunction is proportional to $e^{-\mu r}$. All lengths scale by $1/\mu$, so $\varphi_\mu(r)=\mu\,\varphi(\mu r)=(\mu+1/r)e^{-2\mu r}$. For hydrogen $\mu$ is slightly below 1 and the cloud slightly wider, which raises $\varphi$ at 3 bohr by 0.29%.

**Hydrogen in molecules.** In a molecule a hydrogen atom shares its electron in a bond, so it is in general neither neutral nor spherical. The formula then serves only to illustrate charge penetration: neither its values nor its rate of decay need carry over. The example distance of 1.59 Å is also short: twice the commonly used van der Waals radius of hydrogen, 1.2 Å, is 2.4 Å. That is about 4.5 bohr, where the table puts the free-atom potential below 0.00042 hartree/$e$.

The computed values are collected in the numerical output below.

## Calculated quantities

```
Potential and net enclosed charge of the hydrogen atom
r = 0.5 bohr: phi = 1.1036e+00 hartree/e, net charge = 9.1970e-01 e
r = 1.0 bohr: phi = 2.7067e-01 hartree/e, net charge = 6.7668e-01 e
r = 2.0 bohr: phi = 2.7473e-02 hartree/e, net charge = 2.3810e-01 e
r = 3.0 bohr: phi = 3.3050e-03 hartree/e, net charge = 6.1969e-02 e
r = 4.0 bohr: phi = 4.1933e-04 hartree/e, net charge = 1.3754e-02 e
r = 6.0 bohr: phi = 7.1682e-06 hartree/e, net charge = 5.2226e-04 e
largest direct-quadrature error = 4.0e-15 hartree/e
Example distance R = 3.0 bohr = 1.5875 angstrom
bare proton potential 1/R = 0.333333 hartree/e
atom potential phi(R) = 0.003305 hartree/e
energy of unit positive probe, first order = 0.08993 eV
outward field = 0.006885 atomic units
phi from Gaussian-basis energy slope = 0.003308 hartree/e
Two frozen atoms at R
proton B in potential of A = 0.003305 hartree
electron B in potential of A = -0.010225 hartree
frozen electrostatic energy = -0.006920 hartree
frozen electrostatic energy = -0.18830 eV
sign change of frozen energy at R = 1.3784 bohr
Neglected effects at R
induction coefficient E2 = -0.02566 hartree/e^2
probe charge where |induction| = penetration: 0.1288 e
reduced-mass change of phi = 0.286 percent
orbitals in pair calculation = 60
atom energy in two-centre basis = -0.499965 hartree
singlet pair interaction = -0.05667 hartree
triplet pair interaction = 0.02808 hartree
```
